\section*{Frequency dependence of the coercive field for power-law domain-wall motion}

\section{One flat wall with linear mobility}

A single flat domain wall must travel a distance $a$ to reverse half of a ferroelectric film. Its velocity is proportional to the field, $v=\mu E$, and the field rises from zero at a constant rate, $E=Rt$. The distance covered is
\begin{equation}
x(t)=\int_0^t \mu R t'\,dt'=\frac{\mu R t^2}{2}=\frac{\mu E^2}{2R},
\end{equation}
where the last form uses $t=E/R$. Setting $x=a$ gives the field at half reversal,
\begin{equation}
E_c=\left(\frac{2Ra}{\mu}\right)^{1/2}.
\end{equation}
A triangular wave of amplitude $E_0$ and frequency $f$ climbs from zero to $E_0$ in a quarter period, $1/(4f)$, so $R=4E_0f$ and $E_c\propto f^{1/2}$ at fixed amplitude.

The velocity is linear in the field, yet the exponent is $1/2$ and not $1$. A faster ramp shortens the time spent at each field, but a larger coercive field also lengthens the time available, $E_c/R$. One power of $E_c$ comes from the velocity and one from the time. For $v\propto E^m$ the same count suggests $E_c^{m+1}\propto f$. Two derivations follow, one from the geometry of growing domains and one from a rate equation without geometry.

\section{Conventions}

Positive field favours the growing domains. The film starts each positive half-cycle saturated in the negative direction. With $c$ the switched fraction and $P_s$ the saturation polarization,
\begin{equation}
P=P_s(2c-1),
\end{equation}
so the coercive field, defined by $P=0$, is the field at which $c=1/2$. The wall velocity for $E>0$ is
\begin{equation}
v(E)=v_0\left(\frac{E}{E_r}\right)^m,\qquad m>0,
\end{equation}
where $v_0$ is the velocity at a reference field $E_r$. The field in the film is taken equal to the applied field. The kinetic equations have the same form in atomic units as in any other system; electrostatic formulas below are in atomic units, where the vacuum permittivity is $1/(4\pi)$.

\section{First derivation: growth from random nuclei}

Reverse domains grow from latent nuclei that become active when the field changes sign. The nuclei have density $n$ and random, independent positions. Each domain is a ball in $d$ dimensions, with volume $C_dr^d$ and $C_1=2$, $C_2=\pi$, $C_3=4\pi/3$. For cylindrical domains running through a film, $d=2$ and $n$ is a number per area.

On the rising branch $dt=dE/R$, so every domain has the radius
\begin{equation}
r(E)=\frac{1}{R}\int_0^E v_0\left(\frac{E'}{E_r}\right)^m dE'
=\frac{v_0E^{m+1}}{(m+1)RE_r^m}.
\label{radius}
\end{equation}

A point is unswitched if no nucleus lies within $r$ of it. With $N$ nuclei in a large volume $V$, each misses the ball around the point with probability $1-C_dr^d/V$. All of them miss with probability
\begin{equation}
\left(1-\frac{C_dr^d}{V}\right)^N\longrightarrow e^{-C_dnr^d},
\qquad N,V\to\infty,\quad \frac NV=n .
\end{equation}
Hence
\begin{equation}
c=1-e^{-C_dnr^d}.
\label{coverage}
\end{equation}
Overlap of domains is included, because a point covered by several balls is counted once. At $c=1/2$ the exponential equals $1/2$, which fixes the radius at
\begin{equation}
r_c=\left(\frac{\ln2}{C_dn}\right)^{1/d}.
\label{rc}
\end{equation}
This length contains neither field nor frequency. Setting $r(E_c)=r_c$ in (\ref{radius}) and multiplying by $(m+1)RE_r^m/v_0$ gives
\begin{equation}
E_c^{m+1}=\frac{(m+1)RE_r^mr_c}{v_0}.
\end{equation}
Dividing by $E_r^{m+1}$, inserting $R=4E_0f$ and taking the root,
\begin{equation}
\boxed{E_c=E_r\left[\frac{4(m+1)E_0f\,r_c}{v_0E_r}\right]^{1/(m+1)}}
\label{main}
\end{equation}
so that, at fixed amplitude,
\begin{equation}
E_c\propto f^{\beta},\qquad \beta=\frac{1}{m+1}.
\end{equation}
The dimension and the density of nuclei enter the prefactor through $r_c$ and leave the exponent alone. Frequency appears only in the product $E_0f$. If the amplitude is changed along with the frequency, the plot of $E_c$ against $f$ no longer has slope $\beta$.

As $m\to0$ the velocity does not depend on field, switching takes a fixed time, and $E_c\propto f$. As $m\to\infty$ with the other parameters fixed, $E_c\to E_r$: walls are immobile below $E_r$ and arbitrarily fast above it, so the frequency has no effect.

The loop shape follows as well. From (\ref{radius}), $r/r_c=(E/E_c)^{m+1}$, and from (\ref{rc}), $C_dnr_c^d=\ln2$. Equation (\ref{coverage}) becomes
\begin{equation}
c=1-2^{-(E/E_c)^{d(m+1)}},\qquad
\left.\frac{dc}{dE}\right|_{E_c}=\frac{\ln2}{2}\,\frac{d(m+1)}{E_c}.
\label{loop}
\end{equation}

\section{Second derivation: rescaling a rate equation}

Now nothing is assumed about the shape or placement of domains. The assumption is that the field sets the pace of switching but not its course:
\begin{equation}
\frac{dc}{dt}=v(E)\,g(c),
\label{rate}
\end{equation}
with $g$ an inverse length, positive for $0<c<1$. At constant field, separation of variables gives the half-switching time $t_{1/2}$:
\begin{equation}
v(E)\,t_{1/2}(E)=\int_0^{1/2}\frac{dc}{g(c)}\equiv\ell .
\label{pulse}
\end{equation}
The length $\ell$, assumed finite, is the same at every field. If $g(0)=0$, the constant $c=0$ also solves (\ref{rate}); the solution meant here is the one that leaves zero as soon as $E>0$.

On the ramp, $dc/dE=v(E)g(c)/R$. Write $E=\Lambda x$ with $x$ dimensionless:
\begin{equation}
\frac{dc}{dx}=\frac{v_0\Lambda^{m+1}}{RE_r^m}\,x^mg(c).
\end{equation}
Choose $\Lambda$ so that the prefactor equals $\ell$:
\begin{equation}
\Lambda^{m+1}=\frac{RE_r^m\ell}{v_0},\qquad
\frac{dc}{dx}=\ell\,x^mg(c).
\label{scaled}
\end{equation}
The ramp rate has left the equation, so $c$ is one fixed function of $x$ and reaches $1/2$ at a fixed number $x_h$. Therefore $E_c=\Lambda x_h\propto R^{1/(m+1)}$, before any equation has been solved.

The number $x_h$ follows by separating (\ref{scaled}) and using (\ref{pulse}):
\begin{equation}
\ell=\int_0^{1/2}\frac{dc}{g(c)}=\ell\int_0^{x_h}x^m\,dx=\frac{\ell\,x_h^{m+1}}{m+1},
\end{equation}
so $x_h^{m+1}=m+1$ and
\begin{equation}
E_c^{m+1}=\Lambda^{m+1}x_h^{m+1}=\frac{(m+1)RE_r^m\ell}{v_0}.
\end{equation}
This is (\ref{main}) with $\ell$ in place of $r_c$. For random nuclei the two are equal. With $u=-\ln(1-c)=C_dnr^d$, equation (\ref{coverage}) gives $du/dr=dC_dnr^{d-1}=d(C_dn)^{1/d}u^{1-1/d}$. Since $dc=(1-c)\,du$ and $dr=v\,dt$,
\begin{equation}
g=(1-c)\,d\,(C_dn)^{1/d}u^{1-1/d},
\end{equation}
\begin{equation}
\ell=\int_0^{\ln2}\frac{u^{1/d-1}\,du}{d\,(C_dn)^{1/d}}=\left(\frac{\ln2}{C_dn}\right)^{1/d}=r_c .
\end{equation}

\section{What each derivation assumes}

The first derivation needs random nuclei, all active from the zero crossing, and equal balls. In return it gives $r_c$ from the density of nuclei and predicts the loop shape. The second needs only the common pace (\ref{rate}). It takes $\ell$ from outside and predicts no loop shape until $g$ is known. Constant-field pulses do not give $\ell$ by itself, only the ratio $\ell/v(E)=t_{1/2}(E)$. That is enough for the coercive field, which depends on $\ell$ and $v_0$ only through $\ell/v_0$. The second derivation also ties two experiments together: from (\ref{pulse}) and the result for $E_c$,
\begin{equation}
t_{1/2}(E_c)=\frac{\ell}{v(E_c)}=\frac{1}{m+1}\,\frac{E_c}{R}.
\end{equation}
A pulse held at $E_c$ half-switches the film in a fraction $1/(m+1)$ of the time the ramp needs to reach $E_c$, because a steep velocity law makes the early part of the ramp nearly ineffective.

Both derivations use a pure power of the field. Three changes show what happens when an assumption is dropped.

\subsection*{Nuclei that appear during the ramp}

Let nuclei appear at random at the rate $J=J_0(E/E_r)^k$ per volume and time. A nucleus born at field $E'$ has radius $r(E)-r(E')$ at field $E$. The exponent in (\ref{coverage}) is replaced by the expected number of nuclei that have reached a given point. With $E'=Ey$ and (\ref{radius}),
\begin{align}
X&=\frac{C_d}{R}\int_0^EJ(E')\,[r(E)-r(E')]^d\,dE'\\
&=\frac{C_dJ_0}{RE_r^k}\left[\frac{v_0}{(m+1)RE_r^m}\right]^d
E^{\,d(m+1)+k+1}\int_0^1y^k(1-y^{m+1})^d\,dy .
\end{align}
Nuclei formally born inside switched regions do no harm, since their balls stay inside the older ones. The last integral is a number, so $X=\ln2$ gives
\begin{equation}
E_c\propto f^{\beta_k},\qquad \beta_k=\frac{d+1}{d(m+1)+k+1}.
\label{nuc}
\end{equation}
For $k=m$ this is again $1/(m+1)$: nucleation and growth then keep the same pace. If instead each small grain switches at once after a single nucleation event, growth drops out, which is the case $d=0$, and the exponent is $1/(k+1)$. It then measures nucleation and says nothing about walls.

\subsection*{Velocity laws other than a power}

For any $v(E)$ the half-switching condition is $\int_0^{E_c}v\,dE=Rr_c$. Differentiating with respect to $R$ gives $v(E_c)\,dE_c=r_c\,dR$, hence
\begin{equation}
\beta_{\rm loc}=\frac{d\ln E_c}{d\ln R}=\frac{Rr_c}{E_cv(E_c)}=\frac{\int_0^{E_c}v\,dE}{E_cv(E_c)}.
\end{equation}
Let $s(E)=d\ln v/d\ln E$. If $Ev\to0$ at zero field, then $E_cv(E_c)=\int_0^{E_c}(v+Ev')\,dE=\int_0^{E_c}(1+s)v\,dE$, and
\begin{equation}
\frac{1}{\beta_{\rm loc}}-1=\frac{\int_0^{E_c}s\,v\,dE}{\int_0^{E_c}v\,dE}.
\label{average}
\end{equation}
The exponent thus reports the velocity-weighted average of the local power. If $s$ falls with field, a faster drive brings smaller values into the average and $\beta_{\rm loc}$ rises.

\subsection*{A threshold field}

The power law has no threshold, so $E_c\to0$ as $f\to0$. If walls move only above $E_t$, with $v=v_0[(E-E_t)/E_r]^m$, the integral in (\ref{radius}) starts at $E_t$ and (\ref{main}) gives $E_c-E_t$ instead of $E_c$. The local exponent becomes $\beta(1-E_t/E_c)$ and vanishes at low frequency.

\section{The highest usable frequency}

Equation (\ref{main}) holds if half switching occurs before the peak. From (\ref{radius}) with $R=4E_0f$, the radius at the peak is
\begin{equation}
r(E_0)=\frac{v(E_0)}{4(m+1)f}=r_c\,\frac{f_{\max}}{f},\qquad
f_{\max}=\frac{v(E_0)}{4(m+1)r_c}.
\end{equation}
The falling branch adds the same displacement again, so the fraction left unswitched after the half-cycle is $2^{-(2f_{\max}/f)^d}$. For $d=2$ this is $2^{-4}=0.0625$ at $f_{\max}$ and $2^{-64}\approx5\times10^{-20}$ at $f_{\max}/4$. Repeated cycling from saturation therefore needs $f$ well below $f_{\max}$.

Between $f_{\max}$ and $2f_{\max}$, a film that starts saturated half-switches on the falling branch. There the displacement is twice the peak value minus what remains to be covered down to zero field:
\begin{equation}
r_c\frac{f_{\max}}{f}\left[2-\left(\frac{E}{E_0}\right)^{m+1}\right]=r_c
\;\Rightarrow\;
E=E_0\left(2-\frac{f}{f_{\max}}\right)^{1/(m+1)}.
\end{equation}
The half-switching field now falls with frequency. Above $2f_{\max}$ half switching is not reached in the half-cycle.

\section{A 10 nm hafnia-type capacitor}

Take $E_0=3$ MV/cm, $m=9$, $v_0=10^6$ nm/s at $E_r=1$ MV/cm, $d=2$, and one nucleus per $(20\ \mathrm{nm})^2$, so $n=0.0025\ \mathrm{nm^{-2}}$. Then
\begin{equation}
r_c=\sqrt{\frac{0.6931}{\pi\times0.0025}}\ \mathrm{nm}=9.39\ \mathrm{nm}.
\end{equation}
At 1 kHz, $R=4\times3\times10^3=1.2\times10^4$ MV/cm/s, and
\begin{equation}
E_c=\left[\frac{10\times1.2\times10^4\times9.394}{10^6}\right]^{1/10}\mathrm{MV/cm}
=1.127^{0.1}\ \mathrm{MV/cm}=1.01\ \mathrm{MV/cm},
\end{equation}
or $0.0101$ V/\AA. Each decade of frequency multiplies $E_c$ by $10^{0.1}=1.26$: it is 0.64 MV/cm at 10 Hz and 1.60 MV/cm at 100 kHz. Following the wall in small time steps through the triangular wave gives the same values to four decimals. Half the amplitude at twice the frequency, 1.5 MV/cm at 2 kHz, again gives 1.01 MV/cm.

The formula gives $f_{\max}=5.2\times10^7$ Hz, but this rests on extrapolating the power law to $v(E_0)=3^9v_0$, about 20 m/s, and is not a device limit.

\subsection*{Beside real films}

Hafnium zirconium oxide capacitors about 10 nm thick have, roughly, coercive fields near 1 MV/cm and polarizations of some 20 $\mu$C/cm$^2$. The values of $m$, $v_0$ and $n$ are round choices that place the model in this regime; they are not measured properties. Real films are polycrystalline, with grains whose size can be comparable to $r_c$, so free growth from latent nuclei is the assumption most open to doubt. For $m=9$ and $d=2$, equation (\ref{nuc}) gives $\beta_k=3/21=0.143$ for a field-independent nucleation rate and $0.120$ for $k=4$. Reading $0.143$ as $1/(m+1)$ would yield $m=6$ instead of 9. Pinning at grain boundaries, wake-up and fatigue are not sized here.

\subsection*{Sizes of the neglected effects}

\textbf{Activated motion.} Replace the power law by $v=v_0\exp[m(1-E_rT_0/(ET))]$ with $T_0=300$ K. At $T_0$ it has the same value and logarithmic slope at $E_r$, but its local power is $s=mE_r/E$. By (\ref{average}) the exponent must drift upward, and it does: 0.068 at 10 Hz, 0.094 at 1 kHz and 0.144 at 100 kHz. The coercive fields are 0.71, 1.02 and 1.73 MV/cm. They lie above the power-law values because $\ln x\ge1-1/x$ makes the activated velocity nowhere larger. If the barrier and the limiting velocity do not change with temperature, $E_c$ at 1 kHz falls to 0.87 MV/cm at 358 K, 15\% below its value at 300 K.

\textbf{Interface layer.} Let a non-ferroelectric layer of thickness $t_i$ belong to a stack of total thickness $t$, with the same permittivity $\varepsilon$ as the film. Let charge move freely along the boundary between layer and film but not across the layer, so that the boundary is an equipotential and only the average polarization enters. Continuity of the average displacement, $\varepsilon E_f+4\pi P=\varepsilon E_i$, and the voltage condition $E_f(t-t_i)+E_it_i=Et$ give
\begin{equation}
E_f=E-E_d(2c-1),\qquad E_d=\frac{4\pi P_st_i}{\varepsilon t}.
\end{equation}
For $t_i=0.3$ nm, $\varepsilon=30$ and $P_s=20\ \mu$C/cm$^2$, $E_d=0.23$ MV/cm. Before half switching $P<0$, so the film feels more than the applied field and switches early: $E_c$ at 1 kHz drops to 0.89 MV/cm. The fixed field $E_d$ does not scale with $\Lambda$, which spoils the rescaling, and the local exponent rises to 0.110. Reading it as $1/(m+1)$ would give $m\approx8.1$. These numbers depend on the equipotential boundary. If charge cannot move along it, the depolarizing field follows the local polarization. For domains much wider than the layer is thick, the field averaged through the film is then about $E+E_d$ in unswitched regions and $E-E_d$ in switched ones. At a wall between them the two shifts nearly cancel, and $E_c$ changes much less. The layer would itself carry the field $E_i=E_f+4\pi P/\varepsilon$, about 7 MV/cm in magnitude at zero applied field and 10 MV/cm at the peak, well above the rough breakdown field of 4 MV/cm used below for the film. In a real capacitor charge is likely to leak through so thin a layer and screen part of the polarization. Suppose that, while the film was saturated, enough charge leaked in to screen the whole initial polarization, and that its total stays fixed during the reversal. Then the equipotential model gives $E_f=E-2cE_d$, so the film never feels more than the applied field, and $E_c$ rises instead of falling. The estimate of 0.89 MV/cm therefore fixes neither the size nor the direction of the shift in a given device.

\textbf{Spread of local coercive fields.} Let independent regions have coercive fields multiplied by random factors that do not depend on frequency. Each region's $c$ depends on $E/\Lambda$, and so does their average, so the exponent is unchanged. For a log-normal spread of 0.2, $E_c$ moves by about 1\%, to 1.00 MV/cm, and the exponent stays at 0.100. The interval from 10\% to 90\% switched widens from 0.92--1.07 to 0.76--1.31 MV/cm.

\textbf{Dielectric charge.} A circuit measures $\varepsilon E/(4\pi)+P$. The linear part at $E_c$ is 2.7 $\mu$C/cm$^2$, so the total vanishes slightly before $c=1/2$, at 1.00 MV/cm, with local exponent 0.099. The shift is this small only because the loop is steep. With the log-normal spread of 0.2 the zero of the total charge lies at 0.97 MV/cm, 3\% below the field of half switching, and the local exponent is 0.097.

\textbf{Circuit and leakage.} By (\ref{loop}), $dc/dE=6.85$ per MV/cm at $E_c$ and 1 kHz, and the switching current density is
\begin{equation}
2P_s\frac{dc}{dE}R=40\times10^{-6}\times6.85\times1.2\times10^4=3.3\ \mathrm{A/cm^2}.
\end{equation}
Through 100 $\Omega$ and an area of $10^{-6}$ cm$^2$ it drops 0.03\% of the coercive voltage, rising to 1.3\% at 100 kHz. While the drop is small it is proportional to the area, so a pad of $10^{-4}$ cm$^2$ already loses about 3\% at 1 kHz. These estimates leave out the slowing of the switching by the drop itself; with it included, 1.3\% becomes 1.2\% and 3\% becomes 2.8\%. The drop grows with frequency and therefore raises the exponent. For the larger pad the local exponent is 0.110 at 1 kHz, as large a change as that from the interface layer, and at 100 kHz the drop is about 30\% and the exponent 0.22. In the zero-temperature Fowler--Nordheim formula, tunnelling through a triangular barrier of 2 eV with mass ratio 0.2 gives $1.1\times10^{-5}$ A/cm$^2$ at the peak field, far below the switching current at 1 kHz. This value depends exponentially on barrier and mass, which are round choices. At 300 K it is about $2\times10^{-5}$ A/cm$^2$; a mass ratio of 0.11 raises it to about 0.04 A/cm$^2$, a barrier of 1.5 eV to about 0.5 A/cm$^2$, and both together to about 90 A/cm$^2$, above the switching current. Leakage through defects is not included and may be larger. The peak field is 0.75 of a rough breakdown field of 4 MV/cm, so the margin is modest.

For these parameters, at 1 kHz, the dielectric charge shifts $E_c$ by about 1\% for identical regions (3\% with the spread of 0.2) and the series resistor, for the pad of $10^{-6}$ cm$^2$, by far less. The velocity law, the nucleation mode and an insulating interface layer with an equipotential boundary change the exponent visibly. A measured slope gives $m=1/\beta-1$ only within the model: the amplitude is held fixed, the film saturates in every half-cycle, the field $E_d$ of any interface layer and the voltage drop in the circuit are negligible, and both a power-law velocity without threshold and growth from latent nuclei, or nucleation with $k=m$, have been established separately. A straight log-log plot does not establish the power law. With $m=9$ and a threshold $E_t=0.5$ MV/cm, $E_c$ at 1 kHz is 1.51 MV/cm and the local exponent is $0.1\,(1-0.5/1.51)=0.067$. It changes slowly with frequency, because $E_c$ does, and would be read as $m\approx14$. Most of the computed values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Inputs: amplitude 3.0 MV/cm, velocity power m 9, dimension 2
Velocity at 1.0 MV/cm: 1.0e+06 nm/s
Nucleus spacing 20 nm, density 0.0025 per nm2
Film 10 nm, polarization 20 uC/cm2, permittivity 30
Half-switching radius: formula 9.394 nm, random nuclei 9.393 nm
Ramp rate at 1 kHz: 1.200e+04 MV/cm/s
Exponent 1/(m+1): 0.1000; 1/m would be 0.1111
Ec at 1e+01 Hz: formula 0.6386, marched 0.6386 MV/cm
Ec at 1e+02 Hz: formula 0.8039, marched 0.8039 MV/cm
Ec at 1e+03 Hz: formula 1.0121, marched 1.0121 MV/cm
Ec at 1e+04 Hz: formula 1.2741, marched 1.2741 MV/cm
Ec at 1e+05 Hz: formula 1.6040, marched 1.6040 MV/cm
Ec at 1 kHz with random nuclei: 1.0120 MV/cm
Ec at 1 kHz converted: 0.01012 V/angstrom
Ec ratio per decade of frequency: 1.2589
Marched exponent for m = 1.0: 0.5000
Marched exponent for m = 3.5: 0.2222
Marched exponent for m = 9.0: 0.1000
Ec, half amplitude and double frequency: 1.0121 MV/cm
f_max: 5.238e+07 Hz; unswitched after half-cycle there: 0.0625
Unswitched after half-cycle at f_max/4: 5.4e-20
Half-switching field at 1.5 f_max, descending: 2.7991 MV/cm
Slope dc/dE at Ec, 1 kHz: 6.848 per MV/cm
10 and 90 percent switched at 1 kHz: 0.9211, 1.0747 MV/cm
Exponent, continuous nucleation with k = 0: 0.1429
Exponent, continuous nucleation with k = 4: 0.1200
Exponent, continuous nucleation with k = 9: 0.1000
Activated law at 1e+01 Hz: Ec 0.7056 MV/cm, local exponent 0.0683
Activated law at 1e+03 Hz: Ec 1.0188 MV/cm, local exponent 0.0937
Activated law at 1e+05 Hz: Ec 1.7345 MV/cm, local exponent 0.1438
Activated law at 1 kHz and 358 K: Ec 0.8681 MV/cm
Interface layer 0.3 nm: depolarizing field 0.2259 MV/cm
With layer at 1 kHz: Ec 0.8938 MV/cm, exponent 0.1101
Linear dielectric charge at Ec: 2.688 uC/cm2
Zero of total charge: 1.0020 MV/cm, exponent 0.0990
Log-normal spread 0.2: Ec 1.0025 MV/cm, exponent 0.1000
10 and 90 percent switched with spread: 0.7649, 1.3096 MV/cm
Switching current density at Ec, 1 kHz: 3.287 A/cm2
Resistor 100 ohm, area 1e-06 cm2
Resistor drop / coercive voltage: 1 kHz 3.25e-04, 100 kHz 1.29e-02
Tunnelling inputs: barrier 2.0 eV, mass ratio 0.2
Tunnelling current density at peak field: 1.08e-05 A/cm2
Peak field / rough breakdown field of 4 MV/cm: 0.75
\end{verbatim}
